**Charging paths, closed forms and the RISM-SCF potential**

The program tests the closed-form excess chemical potentials \(\mu\) of the HNC and KH closures for a diatomic solute in a polar diatomic solvent. Here \(h\) and \(c\) are the total and direct correlation functions, \(q_a\) is a solute site charge, and \(V_a=\partial\mu/\partial q_a\) is the solvent potential at that site. It asserts that two different numerical charging paths reproduce each closed form within 0.001 kcal/mol; the output shows differences below 0.0005 kcal/mol. It also asserts that \(V_a\) agrees with finite differences of \(\mu\), and that the HNC formula applied to KH correlations gives a different value. The cross responses of \(g=1+h\) to the potential are asserted to be reciprocal within 0.2% for HNC and KH, and to differ by more than 1% for Percus-Yevick, where the output shows 2.7%. For a two-electron model solute, the charge from the Fock matrix is asserted to match direct minimization of the free energy, and the output gives 0.397 e for HNC and 0.394 e for KH. Halving \(V_a\) in the Fock matrix is asserted to shift the charge and raise the free energy.

## Verification by program

```python
"""Closed-form excess chemical potentials in RISM theory and the RISM-SCF term.

Results under test, for solute-solvent correlations h = w c X:
  HNC: mu/kT = sum rho int [h^2/2            - c - h c/2]
  KH : mu/kT = sum rho int [h^2/2 where h<0  - c - h c/2]
and d(mu)/d(q_a) = V_a, so the solute Fock matrix gains -V_a on site a.
h, c: total and direct correlations; w: solute intramolecular matrix;
X: solvent response; rho: solvent density; q_a: solute site charge;
V_a: solvent electrostatic potential at solute site a.
Units: kcal/mol, angstrom, elementary charge. Arrays: [grid, solute, solvent].
"""
import numpy as np
from scipy import constants as const
from scipy.fft import dst
from scipy.optimize import minimize_scalar
from scipy.special import erf, erfc

KCAL = 1000 * const.calorie
TEMPERATURE = 300.0
KT = const.R * TEMPERATURE / KCAL
COULOMB = (const.e**2 * const.N_A / (4 * np.pi * const.epsilon_0)
           / const.angstrom / KCAL)

# Radial grid and three-dimensional Fourier transforms of radial functions
POINTS, DR = 767, 0.05
r = (DR * np.arange(1, POINTS + 1))[:, None, None]
DK = np.pi / ((POINTS + 1) * DR)
k = (DK * np.arange(1, POINTS + 1))[:, None, None]


def forward(f):
    return 2 * np.pi * DR * dst(r * f, type=1, axis=0) / k


def backward(f):
    return DK * dst(k * f, type=1, axis=0) / (4 * np.pi**2 * r)


# Model parameters
DENSITY = 0.01
SOLVENT_BOND, SOLUTE_BOND = 2.0, 2.0
WELL = 0.1
solvent_sigma = np.array([3.0, 3.4])
solute_sigma = np.array([3.2, 3.2])
solvent_charge = np.array([0.2, -0.2])
LEVEL_A, LEVEL_B, HOPPING, REPULSION = -35.0, 35.0, 50.0, 100.0
TEST_CHARGE = 0.3
weight = 4 * np.pi * r**2 * DR * DENSITY


def intramolecular(bond):
    off = np.sin(k * bond) / (k * bond)
    return np.eye(2) + off * np.array([[0.0, 1.0], [1.0, 0.0]])


def lennard_jones(sigma, scale=1.0):
    x6 = (scale * sigma / r)**6
    return 4 * WELL * (x6**2 - x6)


def closure(name, beta_u, t):
    if name == "PY":
        return np.exp(-beta_u) * (1 + t) - 1
    d = t - beta_u
    if name == "HNC":
        return np.expm1(np.minimum(d, 20.0))
    return np.where(d > 0, d, np.expm1(np.minimum(d, 0.0)))


def fixed_point(update, start, tol=1e-10):
    """Accelerated iteration using a short history of residuals."""
    x, mix = start.ravel().copy(), 0.5
    xs, rs = [], []
    best_size, best_x, best_res = np.inf, None, None
    for _ in range(3000):
        res = update(x.reshape(start.shape)).ravel() - x
        size = np.max(np.abs(res))
        if size < tol:
            return x.reshape(start.shape)
        if size < best_size:
            best_size, best_x, best_res = size, x, res
        elif not size < 30 * best_size:
            x, res = best_x, best_res
            xs, rs = [], []
            mix = max(mix / 2, 0.05)
        xs, rs = (xs + [x])[-10:], (rs + [res])[-10:]
        new = x + mix * res
        if len(rs) > 1:
            dres = np.array(rs[:-1]) - res
            dx = np.array(xs[:-1]) - x
            norm = np.linalg.norm(dres, axis=1)[:, None] + 1e-300
            dres, dx = dres / norm, dx / norm
            coef = np.linalg.lstsq(dres @ dres.T, -dres @ res, rcond=1e-13)[0]
            new = new + coef @ (dx + mix * dres)
        x = new
    raise RuntimeError("integral equation did not converge")


# Coulomb interaction split: smooth long-range part handled analytically in k
long_r = COULOMB * erf(r) / r
long_k = 4 * np.pi * COULOMB * np.exp(-k**2 / 4) / k**2
short_r = COULOMB * erfc(r) / r


def solvent_response():
    w = intramolecular(SOLVENT_BOND)
    lj = lennard_jones((solvent_sigma[:, None] + solvent_sigma) / 2)
    t = np.zeros((POINTS, 2, 2))
    for strength in (0.0, 0.25, 0.5, 0.75, 1.0):
        qq = strength * np.outer(solvent_charge, solvent_charge)
        beta_u = (lj + qq * short_r) / KT

        def total_k(ck):
            wc = w @ (ck - qq * long_k / KT)
            return np.linalg.solve(np.eye(2) - DENSITY * wc, wc @ w)

        def update(t):
            ck = forward(closure("KH", beta_u, t) - t)
            return backward(total_k(ck) - ck)

        t = fixed_point(update, t)
    return w + DENSITY * total_k(forward(closure("KH", beta_u, t) - t))


X = solvent_response()
assert np.max(np.abs(X - X.transpose(0, 2, 1))) < 1e-7
w_solute = intramolecular(SOLUTE_BOND)
pair_sigma = (solute_sigma[:, None] + solvent_sigma) / 2
LJ = lennard_jones(pair_sigma)
warm = {}


def solve(name, lj, charges):
    """Return h and the full c for the given solute-solvent potential."""
    qq = np.outer(charges, solvent_charge)
    beta_u = (lj + qq * short_r) / KT

    def update(t):
        ck = forward(closure(name, beta_u, t) - t)
        return backward(w_solute @ (ck - qq * long_k / KT) @ X - ck)

    t = fixed_point(update, warm.get(name, np.zeros((POINTS, 2, 2))))
    warm[name] = t
    h = closure(name, beta_u, t)
    return h, h - t - qq * long_r / KT


def closed_terms(name, h, c):
    square = h**2 / 2 if name == "HNC" else np.where(h < 0, h**2 / 2, 0.0)
    return KT * np.array([np.sum(weight * f) for f in (square, -c, -h * c / 2)])


def excess(name, charges):
    return closed_terms(name, *solve(name, LJ, charges)).sum()


def site_potential(h):
    return np.sum(weight * COULOMB * solvent_charge / r * h, axis=(0, 2))


def nodes(count):
    x, wt = np.polynomial.legendre.leggauss(count)
    return zip((x + 1) / 2, wt / 2)


def charge_uniformly(name, charges):
    """Whole potential scaled by s^12, which smooths the start of the path."""
    warm.pop(name, None)
    full = LJ + COULOMB * np.outer(charges, solvent_charge) / r
    total = 0.0
    for s, wt in nodes(20):
        lam = s**12
        h, _ = solve(name, lam * LJ, lam * charges)
        total += wt * 12 * s**11 * np.sum(weight * full * (1 + h))
    return total


def grow_then_charge(name, charges):
    """Core diameter grown first without charge, then the charges turned on."""
    warm.pop(name, None)
    growth = 0.0
    for s, wt in nodes(16):
        h, _ = solve(name, lennard_jones(pair_sigma, s), 0 * charges)
        slope = 4 * WELL * (12 * s**11 * (pair_sigma / r)**12
                            - 6 * s**5 * (pair_sigma / r)**6)
        growth += wt * np.sum(weight * slope * (1 + h))
    electric = 0.0
    for s, wt in nodes(8):
        h, _ = solve(name, LJ, s * charges)
        electric += wt * np.dot(charges, site_potential(h))
    return growth, electric


def reciprocity_error(name):
    """Relative difference of the two cross responses of g to u."""
    warm.pop(name, None)
    bump = np.zeros((2, POINTS, 2, 2))
    bump[0, :, 0, 0] = np.exp(-((r[:, 0, 0] - 2.7) / 0.15)**2)
    bump[1, :, 1, 1] = np.exp(-((r[:, 0, 0] - 5.5) / 0.15)**2)
    step, zero = 0.01, np.zeros(2)

    def response(probe, field):
        value = [np.sum(weight * bump[probe]
                        * solve(name, LJ + sign * step * bump[field], zero)[0])
                 for sign in (1, -1)]
        return (value[0] - value[1]) / (2 * step)

    first, second = response(0, 1), response(1, 0)
    return abs(first - second) / max(abs(first), abs(second))


def scf_charge(name, fraction):
    """Charge on site b from the Fock matrix; site a carries the opposite."""
    q = TEST_CHARGE
    for _ in range(200):
        v = np.zeros(2)
        if fraction > 0:
            v = fraction * site_potential(solve(name, LJ, np.array([-q, q]))[0])
        fock = np.array([
            [LEVEL_A + REPULSION * (1 + q) / 2 - v[0], -HOPPING],
            [-HOPPING, LEVEL_B + REPULSION * (1 - q) / 2 - v[1]]])
        new = 2 * np.linalg.eigh(fock)[1][0, 0]**2 - 1
        if abs(new - q) < 1e-7:
            return new, v
        q = (q + new) / 2
    raise RuntimeError("electronic iteration did not converge")


def solute_energy(q):
    return (LEVEL_A * (1 + q) + LEVEL_B * (1 - q)
            - 2 * HOPPING * np.sqrt(1 - q**2) + REPULSION * (1 + q**2) / 2)


def free_energy(name, q):
    return solute_energy(q) + excess(name, np.array([-q, q]))


print(f"T = {TEMPERATURE:.0f} K, kT = {KT:.5f} kcal/mol")
print(f"Coulomb constant = {COULOMB:.3f} kcal A/(mol e^2)")
print(f"solvent density = {DENSITY} molecules/A^3")
print(f"bonds solvent, solute = {SOLVENT_BOND}, {SOLUTE_BOND} A")
print(f"solvent sigma = {solvent_sigma} A, charges = {solvent_charge} e")
print(f"solute sigma = {solute_sigma} A, all wells = {WELL} kcal/mol")
print(f"levels a, b = {LEVEL_A}, {LEVEL_B} kcal/mol")
print(f"hopping, repulsion = {HOPPING}, {REPULSION} kcal/mol")
print(f"grid step = {DR} A, range = {POINTS * DR:.2f} A")
print(f"charging test: solute charges -/+ {TEST_CHARGE} e")

gas_q, _ = scf_charge("KH", 0.0)
print(f"gas-phase charge on b = {gas_q:.5f} e")
py_error = reciprocity_error("PY")
print(f"PY relative reciprocity error = {py_error:.3e}")
assert py_error > 1e-2

charges = np.array([-TEST_CHARGE, TEST_CHARGE])
for name in ("HNC", "KH"):
    uniform = charge_uniformly(name, charges)
    growth, electric = grow_then_charge(name, charges)
    h, c = solve(name, LJ, charges)
    terms = closed_terms(name, h, c)
    mu = terms.sum()
    print(f"--- {name}, energies in kcal/mol ---")
    print(f"terms h^2, -c, -hc/2: {terms[0]:.4f} {terms[1]:.4f} {terms[2]:.4f}")
    print(f"closed-form mu = {mu:.5f}")
    print(f"uniform charging = {uniform:.5f}")
    print(f"growth + electric = {growth:.5f} + {electric:.5f}")
    print(f"growth-path sum = {growth + electric:.5f}")
    assert abs(uniform - mu) < 1e-3
    assert abs(growth + electric - mu) < 1e-3
    if name == "KH":
        wrong = closed_terms("HNC", h, c).sum()
        print(f"HNC formula on KH correlations = {wrong:.5f}")
        assert abs(wrong - mu) > 1e-2

    v = site_potential(h)
    step = 0.01
    numeric = np.array([(excess(name, charges + step * unit)
                         - excess(name, charges - step * unit)) / (2 * step)
                        for unit in np.eye(2)])
    print(f"V_a, V_b = {v[0]:.4f}, {v[1]:.4f} kcal/(mol e)")
    print(f"d mu/dq = {numeric[0]:.4f}, {numeric[1]:.4f} kcal/(mol e)")
    print(f"half sum qV = {np.dot(charges, v) / 2:.4f}")
    assert np.max(np.abs(v - numeric)) < 2e-2

    error = reciprocity_error(name)
    print(f"relative reciprocity error = {error:.2e}")
    assert error < 2e-3

    warm.pop(name, None)
    q_scf, v_scf = scf_charge(name, 1.0)
    q_half, _ = scf_charge(name, 0.5)
    q_min = minimize_scalar(lambda q: free_energy(name, q), bounds=(0.1, 0.7),
                            method="bounded", options={"xatol": 1e-6}).x
    mu_scf = excess(name, np.array([-q_scf, q_scf]))
    distortion = solute_energy(q_scf) - solute_energy(gas_q)
    solvation = mu_scf + distortion
    penalty = free_energy(name, q_half) - free_energy(name, q_scf)
    print(f"SCF charge = {q_scf:.5f}, direct minimum = {q_min:.5f} e")
    print(f"charge with V/2 = {q_half:.5f} e, A excess = {penalty:.5f}")
    print(f"SCF V_a, V_b = {v_scf[0]:.4f}, {v_scf[1]:.4f} kcal/(mol e)")
    print(f"SCF mu = {mu_scf:.4f}, distortion = {distortion:.4f}")
    print(f"solvation A = {solvation:.4f} = "
          f"{solvation * const.calorie:.3f} kJ/mol")
    assert abs(q_scf - q_min) < 5e-4
    assert abs(q_half - q_scf) > 3e-3 and penalty > 0

print("checks complete")
```

It prints:

```
T = 300 K, kT = 0.59616 kcal/mol
Coulomb constant = 332.064 kcal A/(mol e^2)
solvent density = 0.01 molecules/A^3
bonds solvent, solute = 2.0, 2.0 A
solvent sigma = [3.  3.4] A, charges = [ 0.2 -0.2] e
solute sigma = [3.2 3.2] A, all wells = 0.1 kcal/mol
levels a, b = -35.0, 35.0 kcal/mol
hopping, repulsion = 50.0, 100.0 kcal/mol
grid step = 0.05 A, range = 38.35 A
charging test: solute charges -/+ 0.3 e
gas-phase charge on b = 0.33930 e
PY relative reciprocity error = 2.715e-02
--- HNC, energies in kcal/mol ---
terms h^2, -c, -hc/2: 1.5326 1.0431 -2.7219
closed-form mu = -0.14617
uniform charging = -0.14583
growth + electric = 1.27707 + -1.42289
growth-path sum = -0.14582
V_a, V_b = 5.7639, -3.8294 kcal/(mol e)
d mu/dq = 5.7643, -3.8293 kcal/(mol e)
half sum qV = -1.4390
relative reciprocity error = 5.65e-06
SCF charge = 0.39671, direct minimum = 0.39671 e
charge with V/2 = 0.36593 e, A excess = 0.09138
SCF V_a, V_b = 7.6291, -5.2596 kcal/(mol e)
SCF mu = -1.2322, distortion = 0.3675
solvation A = -0.8647 = -3.618 kJ/mol
--- KH, energies in kcal/mol ---
terms h^2, -c, -hc/2: 1.2337 1.2717 -2.6254
closed-form mu = -0.11998
uniform charging = -0.11965
growth + electric = 1.27912 + -1.39865
growth-path sum = -0.11954
HNC formula on KH correlations = 0.10529
V_a, V_b = 5.6094, -3.7502 kcal/(mol e)
d mu/dq = 5.6095, -3.7501 kcal/(mol e)
half sum qV = -1.4039
relative reciprocity error = 8.56e-04
SCF charge = 0.39445, direct minimum = 0.39445 e
charge with V/2 = 0.36504 e, A excess = 0.08436
SCF V_a, V_b = 7.2712, -5.0984 kcal/(mol e)
SCF mu = -1.1458, distortion = 0.3388
solvation A = -0.8069 = -3.376 kJ/mol
checks complete
```
